\section*{Why Gamma-only size errors vanish fast in insulators, erratically in metals}

\section{When agreement between two cells misleads}

Put 38 free electrons in a periodic cube, then 54 at the same density, and use only the Gamma point of each cube. At density parameter $r_s=3$ bohr the energies per electron are $0.117907$ and $0.118158$ Ha. They differ by $0.25$ mHa, which looks like convergence. The infinite system has $0.122772$ Ha, so both cells are wrong by more than $4.6$ mHa. Going from 66 to 114 electrons then makes the error larger, from $-0.62$ to $+1.93$ mHa. In an insulator a modest increase of the cell can remove almost all of the corresponding error. The difference lies in how smoothly the occupied energy depends on wave vector.

The model throughout is independent electrons in a fixed periodic potential, with two electrons per spatial orbital. Hartree atomic units are used, and an error is the finite-cell value minus the bulk value.

\section{A Gamma-only supercell is a mesh}

Consider a ring of $N$ primitive cells, with $k$ in units of the inverse cell length. Periodicity of the supercell wave function requires $e^{ikN}=1$, so $k_j=2\pi j/N$. Gamma of the supercell is thus an $N$-point mesh of the primitive zone.

Let $g(k)$ be the occupied energy per cell at $k$, with
\begin{equation}
g(k)=\sum_n c_n e^{-ikn},\qquad
c_n=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,g(k)e^{ikn}.
\end{equation}
The mesh average of $e^{-ikn}$ is 1 if $n$ is a multiple of $N$ and 0 otherwise, because the phases then form a complete geometric sum. Therefore
\begin{equation}
\delta_N=\frac1N\sum_{j=0}^{N-1}g(k_j)-\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,g(k)
=\sum_{m\ne0}c_{mN}. \label{eq:alias}
\end{equation}
The bulk integral is $c_0$. The error consists of the Fourier coefficients at the supercell translations.

In an insulator a contour $C$ in the complex energy plane can enclose all occupied levels and cross the real axis in the gap. Then
\begin{equation}
g(k)=2\oint_C\frac{dz}{2\pi i}\,z\,\mathrm{Tr}\,[z-H(k)]^{-1}.
\end{equation}
For a finite basis with $H(k)$ analytic, no level touches $C$ when $k$ acquires a small enough imaginary part. So $g$ is analytic in a strip around the real axis, even if occupied bands cross each other. For $n>0$, shift the integration path to $k+i\eta$ inside the strip; the vertical sides cancel by periodicity. The factor $e^{ikn}$ becomes $e^{ikn}e^{-\eta n}$, so $c_n$ is bounded by a constant times $e^{-\eta n}$. For $n<0$ the path is shifted downwards. In three dimensions the same shift is made along the supercell translation.

\section{A chain whose gap can be closed}

Take alternating hoppings $-t_1$ and $-t_2$, with $t_1\ge t_2>0$, and two electrons per two-site cell. The Bloch equations for the site amplitudes are
\begin{equation}
\varepsilon A=-(t_1+t_2e^{-ik})B,\qquad
\varepsilon B=-(t_1+t_2e^{ik})A .
\end{equation}
Eliminating $B$ gives $\varepsilon=\pm|t_1+t_2e^{ik}|$. The modulus is smallest at $k=\pi$, so the gap is $\Delta=2(t_1-t_2)$. The filled lower band gives $g=-2|t_1+t_2e^{ik}|$.

For $q=t_2/t_1<1$, factor the modulus and expand both square roots, with $b_j=\binom{1/2}{j}$:
\begin{align}
|t_1+t_2e^{ik}|&=t_1(1+qe^{ik})^{1/2}(1+qe^{-ik})^{1/2}\nonumber\\
&=t_1\sum_{l,j\ge0}b_lb_jq^{l+j}e^{ik(l-j)} .
\end{align}
Setting $l=j+n$ selects the coefficient of $e^{ikn}$:
\begin{equation}
a_n=t_1\sum_{j\ge0}b_jb_{j+n}q^{2j+n},\qquad
\delta_N=-4\sum_{m\ge1}a_{mN}.
\end{equation}
The factor 4 is 2 for spin times 2 for $\pm m$.

For large $n$, use $b_n=(-1)^{n+1}\binom{2n}{n}/[4^n(2n-1)]$ and Stirling's result $\binom{2n}{n}\approx4^n/\sqrt{\pi n}$. They give $b_n\approx(-1)^{n+1}/(2\sqrt\pi\,n^{3/2})$. Also $b_{n+1}/b_n=(1/2-n)/(n+1)\to-1$, so $b_{j+n}\approx(-1)^jb_n$ at fixed $j$. The remaining sum is $\sum_jb_j(-q^2)^j=\sqrt{1-q^2}$. Keeping $m=1$,
\begin{equation}
\delta_N\approx
\frac{2t_1\sqrt{1-q^2}}{\sqrt\pi\,N^{3/2}}(-1)^Ne^{-\kappa N},
\qquad \kappa=\ln\frac{t_1}{t_2}. \label{eq:insulator}
\end{equation}
This form needs $N\kappa\gg1$, because the sum over $j$ extends to about $1/\kappa$ and the terms $m\ge2$ were dropped; for $q=0.9$ it gives only 63\% of the error at $N=8$ and 86\% at $N=24$. The sign alternates because even meshes contain $k=\pi$, the top of the occupied band, and odd meshes do not. The rate $\kappa$ is the distance from the real axis to $k=\pi+i\kappa$, where $1+qe^{-ik}=0$ and the two bands meet. Since $q=1-\Delta/(2t_1)$, a small gap gives $\kappa\approx\Delta/(2t_1)$.

Now close the gap, $t_1=t_2=t$. Then $g=-4t|\cos(k/2)|$, which near $k=\pi$ is $-2t|k-\pi|$. Its slope jumps by $J=g'(\pi^+)-g'(\pi^-)=-4t$. Integrate by parts twice over one period starting just above $\pi$:
\begin{align}
c_n&=-\frac1{in}\int_{\pi^+}^{3\pi^-}\frac{dk}{2\pi}\,g'e^{ikn}\nonumber\\
&\approx-\frac1{in}\,\frac{1}{2\pi}\,\frac{-J(-1)^n}{in}
=-\frac{J(-1)^n}{2\pi n^2}
=\frac{2t(-1)^n}{\pi n^2}.
\end{align}
The first boundary term vanishes because $g$ is continuous; the second survives because $g'$ is not. The omitted integral of $g''$ is of higher order in $1/n$. Summing over translations,
\begin{equation}
\delta_N\approx\frac{4t}{\pi N^2}\sum_{m\ge1}\frac{(-1)^{mN}}{m^2}
=\begin{cases}+2\pi t/(3N^2),&N\text{ even},\\
-\pi t/(3N^2),&N\text{ odd},\end{cases}
\end{equation}
where the sums are $\pi^2/6$ and $-\pi^2/12$.

Real-space rings with $t_1=0.1$ Ha give these errors per cell, in Ha:

\begin{center}
\begin{tabular}{rrrr}
$N$ & $t_2=0.05$ & $t_2=0.09$ & $t_2=0.10$\\
8 & $1.8\times10^{-5}$ & $1.5\times10^{-3}$ & $3.3\times10^{-3}$\\
9 & $-7.6\times10^{-6}$ & $-8.4\times10^{-4}$ & $-1.3\times10^{-3}$\\
16 & $2.4\times10^{-8}$ & $1.8\times10^{-4}$ & $8.2\times10^{-4}$\\
24 & $5.1\times10^{-11}$ & $3.9\times10^{-5}$ & $3.6\times10^{-4}$
\end{tabular}
\end{center}

For $t_2=0.05$ Ha and $N=24$, equation~\eqref{eq:insulator} gives
\begin{equation}
\frac{2(0.1)\sqrt{0.75}}{\sqrt\pi\,24^{3/2}}\,2^{-24}\ \mathrm{Ha}
=4.95\times10^{-11}\ \mathrm{Ha},
\end{equation}
close to the diagonalized value. The middle column has $1/\kappa=9.5$ cells. At $N=8$ its error is within about a factor of two of the gapless one; at $N=24$ it is about nine times smaller. The advantage of the gap grows gradually with $N\kappa$ and becomes large once the cell is a few times the length $1/\kappa$.

\section{Smoothing the occupation restores exponential decay}

To separate the effect of the gap from that of smoothness, keep the gapless chain but occupy it at temperature $T$, in energy units, with chemical potential zero. With $E^2=4t^2\cos^2(k/2)$, the grand potential per cell at $k$ is
\begin{align}
g_T&=-2T\ln[(1+e^{E/T})(1+e^{-E/T})]\nonumber\\
&=-2T\ln[4\cosh^2(E/2T)].
\end{align}
The hyperbolic cosine contains only even powers of $E$, so the kink has gone. Singularities remain where the cosine vanishes, $E^2=-(2p+1)^2\pi^2T^2$ with integer $p\ge0$. At $k=\pi+i\kappa_T$ one has $E^2=-4t^2\sinh^2(\kappa_T/2)$, so the nearest singularity obeys
\begin{equation}
\sinh(\kappa_T/2)=\pi T/(2t).
\end{equation}
There $\cosh^2(E/2T)$ has a double zero in $k$, hence $g_T'\approx-4T/(k-\pi-i\kappa_T)$. One integration by parts and the residue of this pole give
\begin{equation}
c_N\approx-\frac1{iN}\,i(-4T)(-1)^Ne^{-\kappa_TN}
=\frac{4T}{N}(-1)^Ne^{-\kappa_TN}.
\end{equation}
The two translations $\pm N$ double this. For $T=0.02$ Ha and $N=24$ the predicted error and the ring result are both $2.39\times10^{-9}$ Ha, against $3.6\times10^{-4}$ Ha for the sharp occupation. The sharp Fermi point therefore causes the slow decay. Smoothing has a price: the rapidly reached limit is the grand potential at temperature $T$, not the zero-temperature energy. Here the price is large: the bulk grand potential lies $4.2\times10^{-3}$ Ha per cell below the zero-temperature energy, close to the low-temperature estimate $\pi T^2/(3t)$ and about twelve times the sharp-occupation error at $N=24$. Unless this bias is corrected or $T$ is lowered, the smoothed result is further from the ground-state energy than the sharp one.

\section{Free electrons and closed shells}

In a cube of side $L$, plane waves have $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. The shells $|\mathbf n|^2=0,1,\ldots,5$ contain $1,6,12,8,6,24$ orbitals. With spin, filling them in turn gives $2,14,38,54,66,114$ electrons. Each filling is unique and has cubic symmetry. That removes an ambiguity in choosing orbitals, but does not make the discrete sum equal to the integral over the Fermi sphere.

For 114 electrons, the sum of $|\mathbf n|^2$ over spatial orbitals is $6+24+24+24+120=198$. With $L=23.4487$ bohr,
\begin{equation}
\frac{E}{N_e}=\frac12\left(\frac{2\pi}{L}\right)^2\frac{2\times198}{114}
=0.124704\ \mathrm{Ha}.
\end{equation}
The bulk value is $3\mu/5=0.122772$ Ha, where $\mu=k_F^2/2$ is the bulk Fermi energy. The error is $1.93$ mHa, or $52.6$ meV, per electron.

To expose its origin, let $f$ be the actual filling of a spin orbital and $\theta$ the bulk rule, 1 for $\varepsilon<\mu$ and 0 otherwise. The grand potential of the box is $\Omega_L=\sum\theta(\varepsilon-\mu)$, so
\begin{align}
E-\mu N_e&=\sum f(\varepsilon-\mu)
=\Omega_L+\sum(f-\theta)(\varepsilon-\mu)\nonumber\\
&=\Omega_L+\sum_{f\ne\theta}|\varepsilon-\mu|.
\end{align}
Both an extra electron above $\mu$ and a hole below it cost positive energy. Subtracting $E_{\rm bulk}-\mu N_e=\Omega_{\rm bulk}$ leaves an error in $\Omega$ plus this refilling energy.

The error in $\Omega$ again comes from translations $\mathbf R=L\mathbf m$. Poisson summation gives $\Omega_L=L^3\sum_{\mathbf m}\omega(L|\mathbf m|)$, where the angular integral $4\pi\sin(kR)/(kR)$ leads to
\begin{align}
\omega(R)&=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\frac{k^2-k_F^2}{2}e^{i\mathbf k\cdot\mathbf R}\nonumber\\
&=-\frac{k_F^5}{2\pi^2x}\int_0^1(s-s^3)\sin(xs)\,ds,
\qquad x=k_FR .
\end{align}
Two integrations by parts reduce the last integral to $\int_0^1 s\sin(xs)\,ds$, and a third gives $\int_0^1 s\sin(xs)\,ds=\sin x/x^2-\cos x/x$:
\begin{align}
\int_0^1(s-s^3)\sin(xs)\,ds
&=\frac1x\int_0^1(1-3s^2)\cos(xs)\,ds\nonumber\\
&=\frac1x\left[-\frac{2\sin x}{x}+\frac6x
\left(\frac{\sin x}{x^2}-\frac{\cos x}{x}\right)\right]\nonumber\\
&=\frac{2j_2(x)}{x},
\end{align}
with $j_2$ the spherical Bessel function. Thus $\omega=-k_F^5j_2(x)/(\pi^2x^2)$. Divide $L^3\omega$ by the bulk energy $N_e(3k_F^2/10)$ and use $L^3/N_e=3\pi^2/k_F^3$:
\begin{equation}
\frac{\Omega_L-\Omega_{\rm bulk}}{E_{\rm bulk}}
=-10\sum_{\mathbf m\ne0}\frac{j_2(x_m)}{x_m^2},\qquad
x_m=|\mathbf m|(3\pi^2N_e)^{1/3}. \label{eq:metal}
\end{equation}
The sum is defined by Gaussian damping whose strength tends to zero. This amounts to slightly blurring a continuous function of $\mathbf k$, so the original sum is recovered. Since $j_2(x)\to-\sin x/x$, a distant translation contributes $10\sin x_m/x_m^3$: a power law whose sign depends on $k_FL|\mathbf m|$.

The errors relative to the bulk energy are:

\begin{center}
\begin{tabular}{rrrr}
$N_e$ & total (\%) & translations (\%) & refilling (\%)\\
2 & $-100.00$ & $-99.97$ & 0\\
14 & $1.44$ & $1.45$ & 0\\
38 & $-3.96$ & $-3.96$ & 0\\
54 & $-3.76$ & $-3.76$ & 0\\
66 & $-0.50$ & $-0.81$ & 0.31\\
114 & $1.57$ & $1.58$ & 0
\end{tabular}
\end{center}

The small mismatches come from the finite damping used in the numerical sum. Two electrons both occupy $\mathbf k=0$ and have no kinetic energy, hence $-100\%$. For 66 electrons $(k_FL/2\pi)^2=3.9593$, so the filled shell $|\mathbf n|^2=4$ lies just above $\mu$. Its 12 electrons cost
\begin{equation}
\frac{12(4-3.9593)}{66\times0.6\times3.9593}=0.31\%,
\end{equation}
which cancels part of the translation error. The good result at 66 is a favourable phase helped by this cancellation, not a sign of convergence.

\section{What ``erratic'' means}

The metallic error is deterministic. Let $r_3(M)$ count integer vectors with $|\mathbf m|^2=M$. At large $N_e$, equation~\eqref{eq:metal} becomes
\begin{equation}
\frac{10}{3\pi^2N_e}\sum_{M\ge1}
\frac{r_3(M)}{M^{3/2}}\sin(k_FL\sqrt M).
\end{equation}
Over a long range of $k_FL$, products of sines with different frequencies average to zero and each squared sine averages to $1/2$. The rms relative error is therefore estimated as
\begin{equation}
\frac A{N_e},\qquad
A=\frac{10}{3\pi^2}\left[\frac12\sum_{M\ge1}\frac{r_3(M)^2}{M^3}\right]^{1/2}
\approx2.02 .
\end{equation}
Applying this to closed shells assumes that they sample the phases fairly and that refilling is a small correction. The numerical check tests only the rms size of the total error, not each assumption separately, and that size agrees: 205 closed shells between 2000 and 40000 electrons give $2.01$, with 32 changes of sign. A typical relative error of $10^{-4}$ thus needs about 20000 electrons. This is a typical size, not a bound, and one cell may do much better or worse. The two assumptions hold only on average: over these shells $N_e$ times the relative error has mean $-0.23$, and the refilling part averages $0.13$ but reaches $1.9$ for single shells.

These laws concern the energy in a fixed potential. Interactions between periodic images are outside the model and can spoil exponential convergence even with a gap: two fixed dipoles a distance $L$ apart, for example, interact as $1/L^3$. Within the model, a metal needs a denser mesh, or a smoothed occupation with its bias controlled; agreement between two closed shells is not evidence of convergence.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Electron gas: r_s = 3.0 bohr, kF = 0.63972 1/bohr
Bulk Fermi energy = 0.204620 Ha
Bulk energy per electron = 0.122772 Ha = 3.3408 eV
N_e, L/bohr, kF*L, (kF*L/2pi)^2, energy per electron/Ha
   2    6.0929   3.8978   0.3848   0.000000
  14   11.6554   7.4562   1.4082   0.124546
  38   16.2584  10.4008   2.7402   0.117907
  54   18.2788  11.6933   3.4635   0.118158
  66   19.5433  12.5023   3.9593   0.122155
 114   23.4487  15.0006   5.6998   0.124704
N_e, total error/%, translation part/%, refilling part/%, error/mHa
   2  -100.000   -99.968    0.000  -122.7723
  14     1.445     1.453    0.000     1.7736
  38    -3.963    -3.958    0.000    -4.8652
  54    -3.759    -3.755    0.000    -4.6145
  66    -0.502    -0.813    0.312    -0.6168
 114     1.574     1.576    0.000     1.9322
Error for 114 electrons = 52.58 meV per electron
Closed shells with 2000 < N_e < 40000: 205
rms of N_e * relative error: direct 2.008, predicted 2.021
Sign changes in this series: 32
Chain t1 = 0.10 Ha, t2 = 0.05 Ha: gap = 0.100 Ha, kappa = 0.69315, 1/kappa = 1.443 cells
Chain t1 = 0.10 Ha, t2 = 0.09 Ha: gap = 0.020 Ha, kappa = 0.10536, 1/kappa = 9.491 cells
N, error per cell/Ha for t2 = 0.05, 0.09, 0.10 Ha
  4    9.0548e-04    8.6639e-03    1.3227e-02
  5   -3.0484e-04   -3.4431e-03   -4.2375e-03
  8    1.8222e-05    1.4954e-03    3.2809e-03
  9   -7.5577e-06   -8.3989e-04   -1.2974e-03
 16    2.4210e-08    1.8171e-04    8.1865e-04
 17   -1.1028e-08   -1.3173e-04   -3.6271e-04
 24    5.0830e-11    3.8934e-05    3.6371e-04
t2 = 0.05 Ha: rate measured from N = 16, 24: 0.69473 per cell
t2 = 0.05 Ha, N = 24: leading formula 4.9539e-11 Ha
Gapless chain, N = 24: leading formula 3.6361e-04 Ha
Gapless chain, N = 17: leading formula -3.6235e-04 Ha
Gapless chain at kT = 0.02 Ha: kappa_T = 0.61842 per cell
N, grand-potential error per cell/Ha, leading formula/Ha
  8    1.4258e-04    1.4205e-04
  9   -6.7905e-05   -6.8030e-05
 16    5.0444e-07    5.0443e-07
 17   -2.5579e-07   -2.5580e-07
 24    2.3884e-09    2.3884e-09
\end{verbatim}
